# Density, kinetic energy and correlation energy of Hooke's atom at ω = 1/2: verification in Python

```python
"""
Hooke's atom: two electrons, H = sum(-grad^2/2 + omega^2 r^2/2) + 1/r12,
omega = 1/2, atomic units.  Result under test: the ground-state density is
  n(r) = sqrt(2)/(pi D) exp(-r^2/2) B(r),   D = 8 + 5 sqrt(pi),
  B(r) = 7/4 + r^2/4 + (r + 1/r) erf(r/sqrt 2) + sqrt(2/pi) exp(-r^2/2),
and gives Ts = 0.635, Ex = -0.515, Ec = -0.0385, Tc = 0.029 hartree.
Ts: noninteracting kinetic energy; Ex: exchange; Ec: correlation energy;
Tc = T - Ts; U: Hartree energy; Q(r): number of electrons inside radius r.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import erf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
PI = np.pi
OMEGA = 0.5
D = 8 + 5 * np.sqrt(PI)
PREFACTOR = np.sqrt(2) / (PI * D)
C = np.sqrt(2 / PI)


def bracket(r):
    """B(r) and its first two derivatives."""
    g, e = np.exp(-r**2 / 2), erf(r / np.sqrt(2))
    b0 = 7 / 4 + r**2 / 4 + (r + 1 / r) * e + C * g
    b1 = r / 2 + (1 - 1 / r**2) * e + C * g / r
    b2 = 0.5 + 2 * e / r**3 - 2 * C * g / r**2
    return b0, b1, b2


def density(r):
    return PREFACTOR * np.exp(-r**2 / 2) * bracket(r)[0]


def enclosed(r):
    g, e = np.exp(-r**2 / 2), erf(r / np.sqrt(2))
    return 4 * np.sqrt(2) / D * (
        2.5 * np.sqrt(PI / 2) * e - (2.5 * r + r**3 / 4) * g
        - (r**2 + 3) * g * e + 2 * np.sqrt(2) * erf(r) - C * r * g**2)


def ks_potential(r):
    """Potential whose orbital sqrt(n/2) has eigenvalue 5/4."""
    b0, b1, b2 = bracket(r)
    log1 = -r + b1 / b0
    log2 = -1 + b2 / b0 - (b1 / b0)**2
    return 1.25 + 0.5 * (log2 / 2 + log1**2 / 4 + log1 / r)


def gauss(count, upper, lower=0.0):
    x, w = np.polynomial.legendre.leggauss(count)
    half = (upper - lower) / 2
    return lower + half * (x + 1), half * w


# The wavefunction solves the six-dimensional Schroedinger equation.
def psi(p):
    distance = np.linalg.norm(p[:3] - p[3:])
    return (1 + distance / 2) * np.exp(-np.dot(p, p) / 4)


step = 1e-3
for point in ([0.3, -0.7, 0.5, -0.9, 0.4, 1.1],
              [1.2, 0.1, -0.4, -0.6, -1.3, 0.8],
              [0.2, 1.5, 0.9, 0.7, -0.3, -0.5]):
    p = np.array(point)
    laplacian = sum(psi(p + step * d) + psi(p - step * d) - 2 * psi(p)
                    for d in np.eye(6)) / step**2
    local_energy = (-0.5 * laplacian / psi(p) + OMEGA**2 * np.dot(p, p) / 2
                    + 1 / np.linalg.norm(p[:3] - p[3:]))
    assert abs(local_energy - 2) < 1e-5

# It is the lowest state of the relative motion.
h = 0.005
u_grid = h * np.arange(1, 4000)
levels, vectors = eigh_tridiagonal(
    2 / h**2 + OMEGA**2 * u_grid**2 / 4 + 1 / u_grid,
    -np.ones(len(u_grid) - 1) / h**2, select="i", select_range=(0, 0))
relative_energy = levels[0]
assert abs(relative_energy - 1.25) < 1e-4
trial = u_grid * (1 + u_grid / 2) * np.exp(-u_grid**2 / 8)
trial /= np.linalg.norm(trial)
assert abs(abs(trial @ vectors[:, 0]) - 1) < 1e-6

# Direct integration of |psi|^2 about electron 1; x is the cosine of the
# angle between r1 and r2 - r1.
r, wr = gauss(120, 12.0)
u, wu = gauss(150, 22.0)
x, wx = gauss(64, 1.0, -1.0)
R, S, X = r[:, None, None], u[None, :, None], x[None, None, :]
factor = 1 + S / 2
weighted = factor**2 * np.exp(-(2 * R**2 + S**2 + 2 * R * S * X) / 2)
weighted = weighted * 2 * PI * S**2 * wu[None, :, None] * wx[None, None, :]
raw_density = weighted.sum(axis=(1, 2))
shell = 4 * PI * r**2 * wr
norm = np.sum(shell * raw_density)
assert abs(norm / (4 * PI**2.5 * D) - 1) < 1e-9
n_direct = 2 * raw_density / norm
n = density(r)
assert np.max(np.abs(n_direct - n)) < 1e-10


def average(f):
    return np.sum(shell * (weighted * f).sum(axis=(1, 2))) / norm


# Energy components from the wavefunction against their closed forms.
T = (10 + 7 * np.sqrt(PI)) / (2 * D)
V_ext = (14 + 9 * np.sqrt(PI)) / (2 * D)
V_ee = (4 + 2 * np.sqrt(PI)) / D
T_direct = average(R**2 / 4 + 1 / (4 * factor**2) + R * X / (2 * factor))
assert abs(T_direct - T) < 1e-9
assert abs(average(OMEGA**2 * R**2) - V_ext) < 1e-9
assert abs(average(1 / S) - V_ee) < 1e-9
assert abs(2 * T_direct - 2 * V_ext + V_ee) < 1e-9

# Enclosed charge against integration of the density.
for radius in (0.8, 2.5, 5.0):
    charge = quad(lambda s: 4 * PI * s**2 * density(s), 0, radius)[0]
    assert abs(charge - enclosed(radius)) < 1e-8

# Trapezoidal sums of the two even, smooth radial integrands.
dr = 0.5
nodes = dr * np.arange(1, 15)
b0, b1, _ = bracket(nodes)
terms_U = dr * 4 * PI * nodes * density(nodes) * enclosed(nodes)
terms_J = dr * 4 * PI * nodes**2 * density(nodes) * (b1 / b0)**2 / 8
U = terms_U.sum()
J_over_8 = terms_J.sum()
Ts = 1.5 - V_ext + J_over_8

# Hartree energy in Fourier space, from the directly integrated density.
k, wk = gauss(100, 12.0)
n_fourier = np.sinc(np.outer(k, r) / PI) @ (shell * n_direct)
U_fourier = np.sum(wk * n_fourier**2) / PI
assert abs(U - U_fourier) < 1e-6

# Ts from its gradient definition and from the Kohn-Sham ground state.
b0, b1, _ = bracket(r)
n_slope = n * (-r + b1 / b0)
Ts_gradient = np.sum(shell * n * (-r + b1 / b0)**2) / 8
assert abs(Ts - Ts_gradient) < 1e-6
h = 0.004
grid = h * np.arange(1, 3000)
v_grid = ks_potential(grid)
levels, vectors = eigh_tridiagonal(
    1 / h**2 + v_grid, -np.ones(len(grid) - 1) / (2 * h**2),
    select="i", select_range=(0, 0))
orbital_energy = levels[0]
orbital_sq = vectors[:, 0]**2
Ts_orbital = 2 * (orbital_energy - np.sum(orbital_sq * v_grid))
n_orbital = 2 * orbital_sq / (4 * PI * grid**2 * h)
assert abs(orbital_energy - 1.25) < 1e-4
assert abs(Ts_orbital - Ts) < 1e-4
assert np.max(np.abs(n_orbital - density(grid))) < 1e-4
far = 200.0
assert abs(far * (ks_potential(far) - far**2 / 8) - 1) < 0.01

# Exchange and correlation, and the virial relation for correlation.
Ex = -U / 2
Tc = T - Ts
Ec = Tc + V_ee - U / 2
virial = (np.sum(shell * ks_potential(r) * (3 * n + r * n_slope))
          + np.sum(shell * n * r**2 / 4)
          - np.sum(shell * n * enclosed(r) / (2 * r)))
assert abs(virial - (Ec + Tc)) < 1e-5

# The stated values hold to half a unit of their last digit.
assert abs(Ts - 0.635) < 5e-4
assert abs(Ex + 0.515) < 5e-4
assert abs(Ec + 0.0385) < 5e-5
assert abs(Tc - 0.029) < 5e-4

n_centre = PREFACTOR * (7 / 4 + 2 * C)
assert abs(density(1e-4) - n_centre) < 1e-7

print(f"oscillator quantum                 {OMEGA * EV:.4f} eV")
print(f"D = 8 + 5 sqrt(pi)                 {D:.5f} (no unit)")
print(f"density prefactor sqrt2/(pi D)     {PREFACTOR / ANG**3:.5f} 1/A^3")
print(f"relative energy, diagonalization   {relative_energy * EV:.4f} eV")
print(f"relative energy, exact 5/4         {1.25 * EV:.4f} eV")
print(f"total energy, exact                {2 * EV:.4f} eV")
print(f"density at r = 0                   {n_centre / ANG**3:.5f} 1/A^3")
for r_ang in (0.5, 1.0, 1.5, 2.0):
    value = density(r_ang / ANG) / ANG**3
    print(f"density at r = {r_ang:.1f} A               {value:.5f} 1/A^3")
print(f"electrons inside 1 A               {enclosed(1 / ANG):.4f}")
print(f"rms radius of the density          {np.sqrt(4*V_ext)*ANG:.4f} A")
print(f"T, interacting kinetic energy      {T * EV:.4f} eV")
print(f"Vext, confinement energy           {V_ext * EV:.4f} eV")
print(f"Vee, electron repulsion            {V_ee * EV:.4f} eV")
print(f"trapezoidal step                   {dr * ANG:.5f} A")
print("terms: r (A), term of U (eV), term of J/8 (eV)")
for position, a, b in zip(nodes, terms_U, terms_J):
    print(f"  {position * ANG:.4f}  {a * EV:.5f}  {b * EV:.5f}")
print(f"U, sum of terms                    {U * EV:.4f} eV")
print(f"U, Fourier space                   {U_fourier * EV:.4f} eV")
print(f"J/8, sum of terms                  {J_over_8 * EV:.4f} eV")
print(f"3/2 hartree                        {1.5 * EV:.4f} eV")
print(f"Kohn-Sham eigenvalue, numerical    {orbital_energy * EV:.4f} eV")
print(f"Ts, Kohn-Sham diagonalization      {Ts_orbital * EV:.4f} eV")
for label, value in (("Ts", Ts), ("Ex", Ex), ("Ec", Ec), ("Tc", Tc)):
    print(f"{label} = {value * EV:.4f} eV = {value:.5f} hartree")
print(f"Ec + Tc, from components           {(Ec + Tc) * EV:.4f} eV")
print(f"Ec + Tc, from virial integral      {virial * EV:.4f} eV")
print("done: every assertion held")
```

It prints:

```
oscillator quantum                 13.6057 eV
D = 8 + 5 sqrt(pi)                 16.86227 (no unit)
density prefactor sqrt2/(pi D)     0.18015 1/A^3
relative energy, diagonalization   34.0142 eV
relative energy, exact 5/4         34.0142 eV
total energy, exact                54.4228 eV
density at r = 0                   0.60276 1/A^3
density at r = 0.5 A               0.43768 1/A^3
density at r = 1.0 A               0.15268 1/A^3
density at r = 1.5 A               0.02252 1/A^3
density at r = 2.0 A               0.00133 1/A^3
electrons inside 1 A               1.2081
rms radius of the density          0.9974 A
T, interacting kinetic energy      18.0797 eV
Vext, confinement energy           24.1675 eV
Vee, electron repulsion            12.1755 eV
trapezoidal step                   0.26459 A
terms: r (A), term of U (eV), term of J/8 (eV)
  0.2646  0.31063  0.00941
  0.5292  3.23468  0.08704
  0.7938  7.80551  0.18467
  1.0584  8.53124  0.18448
  1.3229  5.29703  0.11056
  1.5875  2.11871  0.04441
  1.8521  0.59314  0.01266
  2.1167  0.12218  0.00264
  2.3813  0.01898  0.00041
  2.6459  0.00225  0.00005
  2.9105  0.00020  0.00000
  3.1751  0.00001  0.00000
  3.4397  0.00000  0.00000
  3.7042  0.00000  0.00000
U, sum of terms                    28.0345 eV
U, Fourier space                   28.0345 eV
J/8, sum of terms                  0.6363 eV
3/2 hartree                        40.8171 eV
Kohn-Sham eigenvalue, numerical    34.0142 eV
Ts, Kohn-Sham diagonalization      17.2859 eV
Ts = 17.2859 eV = 0.63525 hartree
Ex = -14.0173 eV = -0.51513 hartree
Ec = -1.0479 eV = -0.03851 hartree
Tc = 0.7938 eV = 0.02917 hartree
Ec + Tc, from components           -0.2541 eV
Ec + Tc, from virial integral      -0.2541 eV
done: every assertion held
```
